# Striped Film Surfaces: Conductivity Along and Across the Stripes

## The problem

A metal film of thickness $d$ carries a pattern of parallel stripes on both faces. Every stripe has width $w$. Specular stripes, which reflect electrons like a mirror, alternate with diffuse stripes, from which electrons leave with no memory of their earlier drift. The two faces are in register: a diffuse stripe on one lies opposite a diffuse stripe on the other.

The metal has a spherical Fermi surface, a single relaxation time $\tau$, mean free path $\lambda$ and bulk conductivity $\sigma_0$. The field is static and weak. The film is thick, $d\gg\lambda$, and the stripes are wide, $w\gg\lambda$.

1. For $w\gg d$, find the average conductivities $\sigma_\parallel$ along the stripes and $\sigma_\perp$ across them. At what order in $\lambda/d$ do they differ, and with what coefficient?
2. Does that order survive if $w\gg\lambda$ but $w\ll d$?

Here a conductivity means the current per unit width of film, divided by $d$ and by the average field. Lengths are in nm or µm and conductivities in MS/m.

## A first estimate by scaling

A diffuse face removes current from a layer about $\lambda$ deep, so the conductivity of a diffuse section is lower by a fraction of order $\lambda/d$. Write the conductivities of the two kinds of section as $\bar\sigma(1\pm c)$, with $c\sim\lambda/d$.

Changing the sign of $c$ exchanges the two kinds of stripe. Because their widths are equal, this merely shifts the pattern sideways by $w$, which cannot alter an average conductivity. The difference $\sigma_\parallel-\sigma_\perp$ is therefore even in $c$. It vanishes at $c=0$, so if it is smooth in $c$ it starts at $c^2$:

$$\frac{\sigma_\parallel-\sigma_\perp}{\sigma_0}\sim\left(\frac{\lambda}{d}\right)^2\qquad(w\gg d).$$

This takes each section to be uniform through its depth. If $w\ll d$, the current displaced from a diffuse stripe spreads down only to a depth of about $w$. The top slab of thickness $w$ then behaves like a film with contrast $\lambda/w$, and it makes up a fraction $w/d$ of the whole:

$$\frac{\sigma_\parallel-\sigma_\perp}{\sigma_0}\sim\left(\frac{\lambda}{w}\right)^2\frac{w}{d}=\frac{\lambda^2}{wd}\qquad(\lambda\ll w\ll d).$$

The two estimates agree at $w=d$. At fixed $w$ the second is only first order in $1/d$.

## Solution for stripes much wider than the film is thick

**One diffuse face.** An electron's drift is what the field has given it since its last randomizing event. If its path back to the last diffuse surface collision has length $L$, the effective acceleration time is

$$\int_0^{L/v}e^{-s/\tau}\,ds=\tau\left(1-e^{-L/\lambda}\right),\qquad \lambda=v\tau .$$

In the bulk, directions contribute to the current with weight $3u_x^2$, where $u_x$ is the component of the unit velocity along the field; its average over the sphere is 1. The fractional current deficit is therefore the average of $3u_x^2e^{-L/\lambda}$.

At depth $z$ below a diffuse face, only electrons moving away from that face carry its deficit. Let $u$ be the cosine of their angle to the normal, so that $L=z/u$. The azimuthal average of $u_x^2$ is $(1-u^2)/2$, and the average over the sphere supplies $\tfrac12\int_0^1du$. Hence

$$D(z)=\frac34\int_0^1(1-u^2)\,e^{-z/(\lambda u)}\,du .$$

Since $\int_0^\infty e^{-z/(\lambda u)}dz=\lambda u$,

$$\int_0^\infty D\,dz=\frac{3\lambda}{4}\int_0^1(u-u^3)\,du=\frac{3\lambda}{4}\cdot\frac14=\frac{3\lambda}{16}.$$

**The two kinds of section.** Two diffuse faces remove $3\lambda/8$ from a thickness $d$. With $f=3\lambda/(8d)$,

$$\sigma_d=\sigma_0(1-f),\qquad \sigma_s=\sigma_0 .$$

The second result holds because a specular bounce preserves the velocity in the plane. In the first, the depth integral should stop at $d$. The part beyond $d$ is smaller than $e^{-d/\lambda}$ times the whole, since every exponential there is below $e^{-d/\lambda}$. Numerical integration over the paths gives $\sigma_d/\sigma_0=0.92505$ at $d=5\lambda$, against $1-f=0.92500$.

**Along the stripes.** The field is uniform, and the sections conduct in parallel:

$$\sigma_\parallel=\frac{\sigma_s+\sigma_d}{2}=\sigma_0\left(1-\frac f2\right).$$

The edges add no correction in powers of $\lambda/w$. Electrons leaving a diffuse surface element carry a deficit that decays along their path. Specular bounces do not interrupt it, and another diffuse collision can occur only after a path of at least $d$. Each element thus removes the same total current wherever it lies, apart from terms of order $e^{-d/\lambda}$. Ray tracing at $w=2\lambda$, $d=6\lambda$, where edges are everywhere close, gives a deficit of 0.03124; $f/2$ is 0.03125.

**Across the stripes.** The same current must pass through every section. If $J$ is the current density averaged over the thickness, the fields are $J/\sigma_s$ and $J/\sigma_d$, and their mean is $J/\sigma_\perp$:

$$\frac1{\sigma_\perp}=\frac12\left(\frac1{\sigma_s}+\frac1{\sigma_d}\right),\qquad \sigma_\perp=\frac{2\sigma_s\sigma_d}{\sigma_s+\sigma_d}.$$

This neglects the edge regions, about $d$ wide, where current moves between depths. Their share vanishes as $d/w\to0$.

**The difference.** Over a common denominator,

$$\sigma_\parallel-\sigma_\perp=\frac{(\sigma_s+\sigma_d)^2-4\sigma_s\sigma_d}{2(\sigma_s+\sigma_d)}=\frac{(\sigma_s-\sigma_d)^2}{2(\sigma_s+\sigma_d)} .$$

Inserting $\sigma_s-\sigma_d=\sigma_0f$ and $\sigma_s+\sigma_d=\sigma_0(2-f)$ gives

$$\boxed{\frac{\sigma_\parallel-\sigma_\perp}{\sigma_0}=\frac{f^2}{2(2-f)}\simeq\frac{f^2}{4}=\frac{9}{256}\left(\frac{\lambda}{d}\right)^2}$$

Both conductivities fall by $f/2$ at first order. They separate at second order because the numerator contains the contrast squared.

**Other arrangements.** If just one face is patterned and the other is wholly specular, the contrast is $f/2$ and the leading difference falls to $f^2/16$. If both faces are patterned but displaced by $w$, every section has one diffuse face. The contrast is then zero and the wide-stripe term vanishes, leaving only edge contributions.

## Solution for any ratio of width to thickness

**An equivalent layer.** To follow the current through the depth, replace the deficit under a diffuse stripe by a uniform layer of thickness $t$ and conductivity $\sigma_0(1-\eta)$. Its integrated deficit and mean depth are matched to those of $D(z)$. The first moment is

$$\int_0^\infty zD\,dz=\frac{3\lambda^2}{4}\int_0^1(u^2-u^4)\,du=\frac{3\lambda^2}{4}\cdot\frac{2}{15}=\frac{\lambda^2}{10}.$$

The mean depth is $(\lambda^2/10)/(3\lambda/16)=8\lambda/15$, which must equal $t/2$. So $t=16\lambda/15$, and $\eta t=3\lambda/16$ gives $\eta=45/256$. Ohm's law is not accurate within about $\lambda$ of a stripe edge, so this layer is a model there.

**The induced potential.** By symmetry, half the film suffices: $0<z<H$ with $H=d/2$, and no current crosses $z=0$ or $z=H$. Apply an average field $E$ along $x$, across the stripes, and let the actual field be $E\hat x-\nabla\psi$ with $\psi$ periodic. Let $\eta(x,z)$ be the local deficit. To first order in it, current conservation reads

$$\nabla\cdot\left[E(1-\eta)\hat x-\nabla\psi\right]=0\quad\Rightarrow\quad\nabla^2\psi=-E\,\partial_x\eta .$$

The average current density is

$$\langle J_x\rangle=\sigma_0\left[E(1-\langle\eta\rangle)-\langle\partial_x\psi\rangle+\langle\eta\,\partial_x\psi\rangle\right].$$

The middle term vanishes because $\psi$ is periodic. Along the stripes the result is $\sigma_0(1-\langle\eta\rangle)$. Therefore, to second order in $\eta$,

$$\frac{\Delta}{\sigma_0}\equiv\frac{\sigma_\parallel-\sigma_\perp}{\sigma_0}=-\frac{\langle\eta\,\partial_x\psi\rangle}{E}.$$

**Fourier components.** Within the layer the deficit is a square wave between 0 and $\eta$:

$$\eta(x)=\frac\eta2+\sum_{n\ \rm odd}a_n\sin kx,\qquad a_n=\frac{2\eta}{\pi n},\quad k=\frac{n\pi}{w}.$$

With $\psi=\sum\psi_n(z)\cos kx$, the equation becomes $\psi_n''-k^2\psi_n=-Eka_n$ in the layer, with zero on the right below it. Solutions with no flow through $z=0$ and $z=H$ are

$$\psi_n=\frac{Ea_n}{k}\times\begin{cases}1-A\cosh kz,&z<t\\ B\cosh k(H-z),&z>t.\end{cases}$$

Continuity of $\psi_n'$ at $z=t$ gives $A\sinh kt=B\sinh k(H-t)$. Continuity of $\psi_n$ then gives

$$1=A\,\frac{\cosh kt\,\sinh k(H-t)+\sinh kt\,\cosh k(H-t)}{\sinh k(H-t)}=A\,\frac{\sinh kH}{\sinh k(H-t)} .$$

Since $\partial_x\psi=-\sum k\psi_n\sin kx$ and $\sin^2kx$ averages to $\tfrac12$,

$$\frac{\Delta}{\sigma_0}=\frac1H\sum_{n\ \rm odd}\frac{a_n^2}{2}\int_0^t(1-A\cosh kz)\,dz=\frac{t\eta^2}{4H}\sum_{n\ \rm odd}\frac{8}{\pi^2n^2}F(k),$$

$$F(k)=1-\frac{\sinh k(H-t)\,\sinh kt}{kt\,\sinh kH}.$$

**Wide stripes, $w\gg d$.** The important harmonics have $kH\ll1$, so $F\to1-(H-t)/H=t/H$. With $\sum_{\rm odd}1/n^2=\pi^2/8$ and $\eta t/H=f$, the sum returns $f^2/4$. The leading result does not depend on how the layer was chosen, because only the product $\eta t$ enters. Harmonics with $kH>1$ have $F\approx kt$ up to $kt\sim1$; they add a relative correction of order $(d/w)\ln(d/\lambda)$, which must also be small.

**Stripes narrow compared with the thickness, $\lambda\ll w\ll d$.** Now $kH\gg1$ for every harmonic, so $A\to e^{-kt}$ and

$$F=1-\frac{1-e^{-2x}}{2x},\qquad x=kt=n\varepsilon,\quad \varepsilon=\frac{\pi t}{w}\ll1 .$$

Split the sum at some $N\gg1$ for which $N\varepsilon\ll1$. Below it $F\simeq n\varepsilon$, and the sum of $1/n$ over odd $n\le N$ is $\tfrac12(\ln2N+\gamma)$, where $\gamma$ is Euler's constant. This part gives $\tfrac\varepsilon2(\ln2N+\gamma)$. Above it the terms vary slowly and are spaced by $2\varepsilon$ in $x$, giving $\tfrac\varepsilon2\int_{N\varepsilon}^\infty F\,dx/x^2$. With $y=2x$ and $a=2N\varepsilon$,

$$\int_{N\varepsilon}^\infty\frac{F}{x^2}dx=2\int_a^\infty\left(\frac1{y^2}-\frac1{y^3}+\frac{e^{-y}}{y^3}\right)dy .$$

Two integrations by parts give

$$\int_a^\infty\frac{e^{-y}}{y^3}dy=\frac{e^{-a}}{2a^2}-\frac{e^{-a}}{2a}+\frac12\int_a^\infty\frac{e^{-y}}{y}dy ,$$

and the last integral is $-\gamma-\ln a$ for small $a$. Expanding the exponentials, this becomes $\frac1{2a^2}-\frac1a+\frac34-\frac\gamma2-\frac12\ln a$. The first two terms of the integrand contribute $\frac1a-\frac1{2a^2}$, which cancels the inverse powers. The complete integral is $\frac32-\gamma-\ln a$. Adding the two parts of the sum, $N$ and $\gamma$ drop out:

$$\sum_{n\ \rm odd}\frac{F}{n^2}=\frac\varepsilon2\left[\ln\frac1\varepsilon+\frac32\right].$$

Multiplying by $(8/\pi^2)(t\eta^2/4H)$, with $\eta t=3\lambda/16$ and $H=d/2$,

$$\boxed{\frac{\Delta}{\sigma_0}=\frac{9}{128\pi}\,\frac{\lambda^2}{wd}\left[\ln\frac{w}{\pi t}+\frac32\right]\qquad(\lambda\ll w\ll d)}$$

The answer to the second question is no. At fixed $w/\lambda$ the difference is first order in $\lambda/d$. The logarithm collects current spreading on scales between $\lambda$ and $w$, where $F\simeq kt$ and only $\eta t$ matters. The constant beside it belongs to the layer model: a numerical solution of the Boltzmann equation, which includes the nonlocal transport at the stripe edges and is not reproduced here, puts it near 0.75 rather than 3/2, so the layer overstates the difference when the logarithm is not large.

A finite-difference solution of the current equation for the same layer tests the sum without assuming small $\eta$. With $\eta=0.01$, $w=10t$ and $d=20t$ it gives $8.55\times10^{-7}$, against $8.50\times10^{-7}$ from the sum. Doubling $d$ at this fixed $w$ divides the grid result by 2.006. At the actual $\eta=45/256$, in the first of these geometries, the grid result exceeds the sum by 5%.

## Numbers for a copper-like film

Take $\lambda=40$ nm and resistivity 1.7 µΩ cm, rough values for copper at room temperature, with $d=400$ nm and $w=20$ µm. Then

$$f=\frac38\cdot\frac{40}{400}=0.0375,\qquad\sigma_0=\frac{100}{1.7}=58.82\ \text{MS/m},\qquad\sigma_d=0.9625\,\sigma_0=56.62\ \text{MS/m}.$$

The arithmetic mean is $\sigma_\parallel=57.721$ MS/m and the harmonic mean is $\sigma_\perp=57.700$ MS/m. They differ by 0.021 MS/m, or 0.036% of $\sigma_0$, while both lie about 1.9% below $\sigma_0$.

With $d$ held at 400 nm, the sum gives these ratios of the difference to $f^2/4$. They are second-order layer-model values. They overstate the edge contribution, because transport within about $\lambda$ of an edge is not ohmic, and they omit the factor $1/(1-f/2)=1.019$ of the wide-stripe law. A numerical solution of the Boltzmann equation, not reproduced here, gives about 1.55, 1.3, 1.08 and 1.025 for the four rows: lower than the layer values in the first three, slightly higher in the last:

| $w$ (µm) | ratio |
|---|---|
| 0.2 | 2.5 |
| 0.4 | 1.8 |
| 2 | 1.2 |
| 20 | 1.02 |

With $w$ held at 0.4 µm, which is $10\lambda$, increasing $d$ from 4 to 40 µm lowers $\Delta/\sigma_0$ from about $5.8\times10^{-5}$ to $5.8\times10^{-6}$ in the layer model. This is a factor of ten, where a second-order law would give a hundred. The layer model overstates the sizes themselves by tens of percent, but the factor of ten does not depend on it. In this model the difference at 40 µm is about 165 times $f^2/4$.

**Beside real films.** Narrow on-chip copper lines are tens of nanometres across, so $\lambda/d$ is not small and the thick-film expansion does not apply to them. The film here is much thicker, and perfect contrast between stripes is an idealization. For specular fractions 0.8 and 0.2, the contrast is $(0.8-0.2)f$ and the difference is multiplied by 0.36. If the diffuse stripes are also 1 nm thinner, the original difference grows by more than a tenth. In the Mayadas–Shatzkes model, grains of 400 nm with boundary reflection 0.25 lower the bulk conductivity by 4.7%, more than the surfaces do here; grains without a preferred direction do not by themselves distinguish the two directions. Taking a rough resistivity coefficient of 0.0039 per kelvin, warming from 20 to 100 °C shortens $\lambda$ to about 30 nm and multiplies the relative difference by 0.58. With the same coefficient, a temperature mismatch of about 0.1 K between the two measurements would imitate the whole effect.

## Estimate and solution compared

For $w\gg d$, scaling gives the correct power. At $d=10\lambda$ it suggests $(\lambda/d)^2=0.01$, whereas the solution gives $3.6\times10^{-4}$, about 28 times less. The missing number is $9/256$: a factor $(3/8)^2$ because two diffuse faces together remove the current of a thickness $3\lambda/8$, not $\lambda$, and a factor $1/4$ from comparing the arithmetic and harmonic means.

For $\lambda\ll w\ll d$, scaling gives the dependence $\lambda^2/(wd)$ but misses the logarithm. At $w=10\lambda$ and $d=100\lambda$ it suggests $10^{-3}$, against $5.8\times10^{-5}$ from the sum. In both regimes the estimate identifies the length that matters: the depth to which displaced current spreads, which is the film thickness for wide stripes and the stripe width for narrow ones. The remaining computed values are in the numerical output below.

## Numbers as computed

```
Diffuse film: d/lambda, sigma/sigma0 by paths, 1-f
     5  0.9250516  0.9250000
        difference/(lambda/d)^2 = 0.036475
    10  0.9625001  0.9625000
        difference/(lambda/d)^2 = 0.035828
    20  0.9812500  0.9812500
        difference/(lambda/d)^2 = 0.035489
Limit 9/256 = 0.035156
Along, w=2 lambda, d=6 lambda: deficit by rays 0.03124
  arithmetic mean predicts 0.03125
Integrated deficit per face = 0.18750 lambda
Layer: t = 1.06667 lambda, eta = 0.17578
Grid test, eta=0.01: w/t, d/t, grid, sum (difference/sigma0)
   80  10  1.1042e-06  1.1021e-06
   10  20  8.5520e-07  8.5021e-07
   10  40  4.2637e-07  4.2388e-07
Doubling d at fixed w=10t divides the difference by 2.006
Grid/sum at the actual eta, w=10t, d=20t: 1.052
w=100 lambda, d=10000 lambda: sum 1.0958e-07, log law 1.0958e-07
Example: lambda=40 nm, d=400 nm, w=20 um
rho0 = 1.7 microohm cm, f = 0.0375
sigma specular = 58.8235 MS/m, diffuse = 56.6177 MS/m
sigma along = 57.7206 MS/m, across = 57.6995 MS/m
difference = 0.02108 MS/m = 0.0358 % of sigma0
first-order drop common to both, f/2 = 1.875 %
Stripe width at d=400 nm: w (um), difference/(f^2/4)
    0.2  2.461
    0.4  1.774
    2.0  1.155
   20.0  1.016
Fixed w=0.4 um: d (um), difference/sigma0, over f^2/4
   0.4  6.238e-04  1.77
   4.0  5.818e-05  16.55
  40.0  5.818e-06  165.49
Grains 400 nm, reflection 0.25: sigma x 0.9530
p=0.8 and 0.2: difference x 0.36
Diffuse stripes 1 nm thinner: x 1.134
From 20 to 100 C (coefficient 0.0039/K): lambda = 30.5 nm
  relative difference x 0.578
Temperature error equal to the difference: 0.092 K
```
